# When Polar Clusters Store Energy with Slim Loops

**Question.** A capacitor film contains nanometre-sized polar clusters, each of which can point up or down along the field. Why can a film of small clusters give back nearly all the energy put into it, while a film of larger clusters, with the same polarization and at the same drive frequency, turns much of it into heat? Is fast thermal relaxation enough to explain this?

**Answer.**

## Two states and a barrier

Let every cluster have volume \(V\) and moment \(\pm P_sV\) along the film normal. With mean state \(m\) between \(-1\) and \(1\), the cluster polarization is \(P=P_sm\). The clusters fill the polar volume, so there are \(1/V\) of them per unit volume. The linear charge of the host is lossless and is counted separately.

A cluster feels the local field

\[
E_{\rm loc}=E-\lambda P ,
\]

where \(E\) is the applied field and \(\lambda\) sums up, in mean field, the reaction of the surroundings. A positive \(\lambda\) opposes the polarization and is called restoring; a negative one aligns the clusters.

To reverse, a cluster passes through a state of zero moment that lies \(uV\) above the two wells at zero field. A local field lowers the up state by \(P_sVE_{\rm loc}\), raises the down state by the same amount and leaves the top in place. With

\[
b=\frac{uV}{k_BT},\qquad x=\frac{P_sVE_{\rm loc}}{k_BT},
\]

and attempt rate \(\nu\), the rates out of the down and up states are

\[
k_\uparrow=\nu e^{-b+x},\qquad k_\downarrow=\nu e^{-b-x}.
\]

Their ratio \(e^{2x}\) is the Boltzmann ratio of the two states, so the rates obey detailed balance. They hold for \(|x|<b\). Beyond that the favoured barrier has gone, and the favoured rate stays at \(\nu\) while the opposed one is \(\nu e^{-2|x|}\). The barrier vanishes at the athermal switching field \(E_a=u/P_s\).

The up and down fractions are \((1\pm m)/2\), and each flip changes \(m\) by two units of fraction. Hence

\[
\frac{dm}{dt}=k_\uparrow(1-m)-k_\downarrow(1+m)
=2\nu e^{-b}(\sinh x-m\cosh x),
\]

or

\[
\frac{dm}{dt}=\frac{\tanh x-m}{\tau(x)},\qquad
\tau(x)=\frac{\tau_0}{\cosh x},\qquad
\tau_0=\frac{e^{uV/k_BT}}{2\nu}.
\]

The volume stands in the exponent. This is why a modest change of size can take a cluster from nanoseconds to years.

## What holds the energy

If the clusters keep up with the field, \(m=\tanh x\). Solving the definition of \(x\) for the applied field gives

\[
E=\lambda P+\frac{k_BT}{P_sV}\,\operatorname{artanh}m .
\]

The work recovered per volume when the field falls to zero is the integral of \(E\,dP\) from \(0\) to the peak polarization. Since \(\int_0^m\operatorname{artanh}m'\,dm'=m\operatorname{artanh}m+\tfrac12\ln(1-m^2)\), and \(1-m^2=1/\cosh^2x\),

\[
W_{\rm rev}=\frac{\lambda P^2}{2}+\frac{k_BT}{V}\left(x\tanh x-\ln\cosh x\right),
\]

with \(P\) and \(x\) taken at the peak field. For \(x\gg1\), \(\ln\cosh x\to x-\ln2\), and the second term becomes \(k_BT\ln2/V\). It is entropic: aligning a cluster removes an entropy \(k_B\ln2\) and sends heat to the bath, and the discharge draws that heat back.

Fast relaxation therefore makes the storage reversible, but the amount comes from the tilt of the equilibrium curve. Without coupling, the saturated storage \(k_BT\ln2/V\) falls with size. In a field too weak to saturate (\(x\ll1\)), the bracket is \(x^2/2\) and the storage is \(P_s^2E^2V/(2k_BT)\), which rises with size. At a given field the uncoupled storage therefore peaks where \(x\) is of order one. For \(P_s=20\) uC/cm2, 300 K and 3 MV/cm this is at about 0.09 nm3, about one unit cell (roughly 0.064 nm3 for a perovskite, 0.13 nm3 for hafnia), so at such a field smaller uncoupled clusters store more for all clusters of two or more cells.

## Why lag costs energy

At any moment, in equilibrium or not, \(E=\lambda P+k_BTx/(P_sV)\). Add and subtract \(\operatorname{artanh}m\):

\[
E=\lambda P+\frac{k_BT}{P_sV}\operatorname{artanh}m
+\frac{k_BT}{P_sV}(x-\operatorname{artanh}m).
\]

The first two terms depend on \(m\) alone and integrate to zero around a closed loop. The loss per volume and cycle is

\[
W_{\rm loss}=\oint E\,dP=\frac{k_BT}{V}\oint(x-\operatorname{artanh}m)\frac{dm}{dt}\,dt .
\]

By the rate equation, \(dm/dt\) has the sign of \(\tanh x-m\), which is also the sign of \(x-\operatorname{artanh}m\). The integrand is never negative. Neither the coupling nor the entropy wastes energy by itself; the loss comes from the distance between \(m\) and its equilibrium value while clusters flip.

## Which time the relaxation must beat

Take a triangular drive between \(\pm E_m\) at frequency \(f\), so that the ramp rate is \(r=4fE_m\), and define

\[
L=\frac{\lambda P_s^2V}{k_BT}.
\]

Along the equilibrium curve \(E=\lambda P_s\tanh x+k_BTx/(P_sV)\), hence

\[
\frac{dE}{dx}=\frac{k_BT}{P_sV}\left(1+L\,\mathrm{sech}^2x\right).
\]

Near \(x=0\), \(x\) changes by one in the crossing time

\[
t_\times=\frac{k_BT(1+L)}{P_sVr}.
\]

Now let the clusters lag slightly and write \(m=\tanh(x-\delta)\). To first order \(\tanh x-m=\delta\,\mathrm{sech}^2x\), while \(dm/dt=\mathrm{sech}^2x\,dx/dt\). The rate equation then gives

\[
\delta=\tau(x)\frac{dx}{dt}.
\]

At the centre of the loop the lag is \(|\delta|=\tau_0/t_\times\). For \(L>1\) the lag is largest away from the centre, where \(\cosh^2x=L\), and is greater there by the factor \((1+L)/(2\sqrt L)\). If this larger lag is also small, the loop stays close to the equilibrium curve. The clock to beat is thus the crossing time. For \(L\gg1\) it tends to \(\lambda P_s/r\), a fixed fraction \(\lambda P_s/(4E_m)\) of the period, about one sixth in the numbers below; without coupling it can be far shorter than the period. A small lag is sufficient for a slim loop but not necessary for a high efficiency when \(L\gg1\), since the coupling then holds most of the energy. The coupling also speeds up the collective response: for small \(x\), \(dm/dt=(x-m)/\tau_0\) with \(x=P_sVE/k_BT-Lm\), so \(m\) relaxes in \(\tau_0/(1+L)\).

## Loss of fast clusters

Insert \(\delta\) into the loss. The two branches contribute equally, and a saturating drive lets the limits go to infinity:

\[
W_{\rm loss}=\frac{2k_BT}{V}\int_{-\infty}^{\infty}\tau(x)\left|\frac{dx}{dt}\right|\mathrm{sech}^2x\,dx
=2rP_s\tau_0\int_{-\infty}^{\infty}\frac{\mathrm{sech}^3x\,dx}{1+L\,\mathrm{sech}^2x}.
\]

Put \(s=\sinh x\), so that \(dx=ds/\sqrt{1+s^2}\), and \(a=\sqrt{1+L}\). The integral becomes

\[
\int_{-\infty}^{\infty}\frac{ds}{(1+s^2)(s^2+a^2)}
=\frac{1}{a^2-1}\left(\pi-\frac{\pi}{a}\right)=\frac{\pi}{a(a+1)},
\]

by partial fractions, and

\[
W_{\rm loss}=\frac{2\pi rP_s\tau_0}{a(a+1)}\qquad(\tau_0\ll t_\times).
\]

The loss is proportional to frequency and, through \(\tau_0\), nearly exponential in volume. Without coupling \(a=1\), and it is \(\pi rP_s\tau_0\).

## Loss of blocked clusters

A cluster with \(\tau_0\gg t_\times\) stays in its old state as the local field reverses, until that field has lowered the barrier enough. Consider the rising branch with \(L\gg1\). Opposed flips are negligible. While the clusters switch, the local field hardly changes, because nearly all of the increase in \(E\) is taken up by \(\lambda P\). So \(\lambda P_s\,dm/dt\simeq r\), and

\[
\nu e^{-b+x}(1-m)=\frac{r}{\lambda P_s}
\quad\Rightarrow\quad
x=b-\ln\frac{\lambda P_s\nu}{r}-\ln(1-m).
\]

The loss needs the average over \(m\) from \(-1\) to \(1\). With \(y=1-m\),

\[
-\frac12\int_0^2\ln y\,dy=-\frac12\,(2\ln2-2)=1-\ln2 .
\]

The mean local switching field is therefore

\[
E_c=E_a-\frac{k_BT}{P_sV}\Lambda,\qquad
\Lambda=\ln\frac{2\lambda P_s\nu}{r}-1 .
\]

Since \(u=P_sE_a\), this can be written

\[
E_c=E_a\left(1-\frac{V_B}{V}\right),\qquad V_B=\frac{k_BT}{u}\Lambda .
\]

The volume \(V_B\), where the extrapolated \(E_c\) reaches zero, estimates the crossover from slim to open loops. It is not a sharp boundary, since the derivation needs \(E_c\) well above \(k_BT/(P_sV)\).

The two branches are \(E=\lambda P\pm E_c\), each spanning \(2P_s\), so

\[
W_{\rm loss}=4P_sE_c .
\]

With \(E_s=\lambda P_s>E_c\), the discharge follows \(E=\lambda P-E_c\) and reaches zero field at \(P=E_c/\lambda\). Charging from zero field starts at \(P=-E_c/\lambda\) on the other branch. The recovered and supplied energies are

\[
W_{\rm rec}=\int_{E_c/\lambda}^{P_s}(\lambda P-E_c)\,dP=\frac{(E_s-E_c)^2}{2\lambda},\qquad
W_{\rm in}=\frac{(E_s+E_c)^2}{2\lambda}.
\]

They differ by \(2P_sE_c\), half the loop area, as they must. The efficiency is

\[
\eta=\frac{W_{\rm rec}}{W_{\rm in}}=\left(\frac{E_s-E_c}{E_s+E_c}\right)^2 .
\]

All this assumes \(E_m>E_s+E_c\), so that the clusters do switch fully. A blocked cluster driven well below its switching field does not dissipate hysteretically; it is inert and stores nothing either.

## Numbers

Take \(P_s=20\) uC/cm2, \(E_a=1\) MV/cm, \(E_m=3\) MV/cm, \(T=300\) K, \(f=1\) kHz, \(\nu=10^{12}\) s\(^{-1}\) and \(\lambda=10^9\) m/F. Then \(E_s=2\) MV/cm, \(u=0.1248\) eV/nm3 and \(r=1.2\times10^{12}\) V/(m s). The logarithm is

\[
\Lambda=\ln\frac{2(2\times10^8)(10^{12})}{1.2\times10^{12}}-1=18.6 .
\]

With \(k_BT=0.0259\) eV this gives \(V_B=0.0259\times18.6/0.1248\simeq3.86\) nm3, a sphere about 1.95 nm across.

The full rate equation was integrated with an implicit Runge–Kutta method from saturation at \(+E_m\) to \(-E_m\); symmetry supplies the other branch. Energies are in J/cm3, and the loss is for a full bipolar cycle, so \(\eta\) is the recovered energy divided by itself plus half the loss.

| \(V\) (nm3) | recovered | lost | \(\eta\) |
|---|---|---|---|
| 2 | 21.4 | <0.001 | 100% |
| 3 | 21.0 | 0.042 | 99.9% |
| 4 | 19.8 | 3.5 | 92% |
| 5 | 16.3 | 18.1 | 64% |
| 10 | 9.8 | 49.1 | 29% |
| 15 | 8.05 | 59.4 | 21% |

For 2 nm3, \(\tau_0=7.8\) ns against a crossing time of 0.175 ms. The storage is 20.0 J/cm3 from the coupling and 1.4 J/cm3 from entropy. The ratio of single to collective relaxation time is \(1+L=20.3\), so \(a=4.51\), and the fast formula gives

\[
W_{\rm loss}=\frac{2\pi(1.2\times10^{12})(0.20)(7.8\times10^{-9})}{4.51\times5.51}
\simeq4.7\times10^2\ \mathrm{J/m^3},
\]

or about 0.0005 J/cm3.

For 10 nm3, \(\tau_0=4.7\times10^8\) s, about fifteen years, and \(E_c=1-3.86/10=0.614\) MV/cm. The blocked formulas give

\[
W_{\rm loss}=4(0.20)(6.14\times10^7)=49.1\times10^6\ \mathrm{J/m^3},
\]

\[
W_{\rm rec}=\frac{(1.386\times10^8)^2}{2\times10^9}=9.6\times10^6\ \mathrm{J/m^3},
\]

that is, 49.1 and 9.6 J/cm3, with \(\eta=(1.386/2.614)^2=28\%\).

At 4 nm3, \(\tau_0/t_\times=0.71\) and neither limit applies. The fast formula gives 4.0 J/cm3 and the blocked one, with the unrounded \(V_B=3.857\) nm3, about 2.9 J/cm3, on either side of the integrated 3.5 J/cm3.

## Changing one thing at a time

Keep the 5 nm3 cluster, its temperature and the field amplitude, and slow the drive from 1 kHz to 0.01 Hz. The integrated efficiency rises from 64% to 99.99%. Size thus matters through the relaxation time relative to the drive. Going the other way, to 1 MHz, lowers \(V_B\) to 2.43 nm3, so a 3 nm3 cluster that is slim at 1 kHz lies above the crossover there. Heating to 400 K at 1 kHz, with all other parameters fixed, raises \(V_B\) to 5.14 nm3.

Next, drive unpoled 15 nm3 clusters to only 0.5 MV/cm at the same ramp rate. Their switching field is \(1-3.86/15=0.74\) MV/cm, and in the integration \(|m|\) stays below \(10^{-8}\). Blocking has removed the response along with the loss.

Finally, keep the fast 2 nm3 clusters but make the coupling aligning, \(\lambda=-2\times10^8\) m/F. Now \(L\) is \(-0.2\times19.3\simeq-3.9\). For \(L<-1\) the slope \(dE/dx\) is negative at \(x=0\): the equilibrium curve folds back and the polarization must jump. The loss is 16.8 J/cm3 at 1 kHz and still 16.7 J/cm3 at 10 Hz. Fast single-cluster relaxation is therefore not enough; the clusters must also not order collectively. Mean field leaves out local nucleation, which could let a real ordered region reverse earlier.

A storage capacitor is often cycled with one polarity. For blocked clusters the charge then starts at \(P=E_c/\lambda\), and switching begins when \(E=2E_c\). The branches are \(2E_c\) apart over the polarization that switches, so the loss is \(2E_c(P_s-E_c/\lambda)\), or 17.0 J/cm3 for 10 nm3. Integration gives 17.4 J/cm3, less than the 24.5 J/cm3 of half a bipolar cycle.

## Beside a real film

The polarization and switching field are of the rough size found in ferroelectric hafnia-zirconia films, and 3 MV/cm is a strong field, not far below their breakdown. The barrier density was set by \(u=P_sE_a\) and is not a computed property of the material. A host of relative permittivity 30 adds \(\varepsilon E_m^2/2=12\) J/cm3 to both the supplied and the recovered energy. This lifts the bipolar efficiency at 10 nm3 from 29% to 47% without removing any loss.

The weakest assumption is the restoring \(\lambda\). In that host, the Lorentz field of surrounding dipoles has an aligning coefficient \(1/(3\varepsilon)=1.25\times10^9\) m/F, larger than the assumed net restoring value. Some stronger restoring mechanism must outweigh it, and the model does not supply one. A series layer of relative permittivity 9 is not a credible source of the whole effect: it would have to supply \(2.25\times10^9\) m/F, which takes a layer about 0.45 times as thick as the film. Without interface charge the field across it near saturation is then 17 to 20 MV/cm, somewhat below \(P_s/\varepsilon_d=25\) MV/cm because the film field opposes \(P\), but well above the rough 10 MV/cm that a good thin oxide withstands. If the net coupling were aligning and strong enough to put \(L\) well below \(-1\), as in the case above, the 2 nm3 film would lose its slim loop. The loop opens gradually: the static efficiency is 97% at \(L=-1.05\), 62% at \(-1.2\) and 2% at \(-2\).

Real clusters also differ in size. For a lognormal number distribution with median 2 nm3 and standard deviation 0.5 in \(\ln V\), weighting by volume shifts the mean of \(\ln V\) by \(0.5^2\). The share of polar volume above \(V_B\) is then 21%, although the median cluster is fast. Much of that share lies just above \(V_B\) and loses little: with all sizes in one shared local field, the rate equations give a loss of about 5 J/cm3 and an efficiency of about 90%, against 99% for a standard deviation of 0.3. Within this model, a slim loop at a saturating field calls for control of the large-size tail as well as of the median.

Large clusters may reverse by moving a wall instead of flipping as a whole. A wall of energy \(\sigma\) per area costs about \(\sigma V^{2/3}\), which falls below \(uV\) when \(V>(\sigma/u)^3\). For a round value \(\sigma=0.05\) J/m2 this is 15.6 nm3. For a sphere cut through its centre it is 27.6 nm3. Beyond about that size the zero-field barrier grows more slowly than the volume, so \(\tau_0\) is overestimated. It does not follow that the switching field is lower: at \(E_c\) the whole-cluster barrier has already fallen to about \(\Lambda k_BT=18.6\,k_BT\), while for 20 nm3 a sharp wall still costs \(89\,k_BT\) across a cube and \(57\,k_BT\) as a cap in a sphere. The crossover goes as \(\sigma^3\): it reaches \(V_B\) at \(\sigma=0.031\) J/m2 and 1 nm3 at \(\sigma=0.02\) J/m2, so for cheap walls the whole-cluster picture is doubtful at the sizes used here.
